# KMS Periodicity and the Continuation from Matsubara to Retarded Functions, part 1

(Sections cited here and not found follow in the second part.)

## First half: imaginary time

### One fermion level

Take a single fermion level with energy \(\xi\) measured from the chemical potential, so that \(K=\xi c^\dagger c\). Units are \(\hbar=k_B=1\), and the level is in equilibrium at inverse temperature \(\beta\). Its mean occupation is

\[
f=\frac{e^{-\beta\xi}}{1+e^{-\beta\xi}}=\frac{1}{e^{\beta\xi}+1},\qquad 1-f=e^{\beta\xi}f .
\]

Define \(c(\tau)=e^{K\tau}c\,e^{-K\tau}\). Since \([c^\dagger c,c]=-c\), its derivative is \([K,c(\tau)]=-\xi c(\tau)\), and therefore \(c(\tau)=e^{-\xi\tau}c\). The imaginary-time function \(G(\tau)=-\langle T_\tau\, c(\tau)c^\dagger\rangle\) places the operator with the larger imaginary time on the left, with a minus sign when two fermion operators are exchanged:

\[
G(\tau)=-\langle c(\tau)c^\dagger\rangle=-(1-f)e^{-\xi\tau}\quad(0<\tau<\beta),
\]
\[
G(\tau)=+\langle c^\dagger c(\tau)\rangle=f\,e^{-\xi\tau}\quad(-\beta<\tau<0).
\]

Now shift a positive \(\tau\) down by \(\beta\). The shifted argument is negative, so the second line applies:

\[
G(\tau-\beta)=f\,e^{\beta\xi}e^{-\xi\tau}=(1-f)e^{-\xi\tau}=-G(\tau).
\]

The function is antiperiodic. The Boltzmann factor that relates a filled level to an empty one is the factor gained by moving through \(\beta\) in imaginary time.

Next integrate against \(e^{i\omega_n\tau}\) with \(\omega_n=(2n+1)\pi/\beta\), for which \(e^{i\beta\omega_n}=-1\):

\[
\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau)
=-(1-f)\frac{e^{i\beta\omega_n}e^{-\beta\xi}-1}{i\omega_n-\xi}
=\frac{(1-f)(1+e^{-\beta\xi})}{i\omega_n-\xi}
=\frac{1}{i\omega_n-\xi}.
\]

The last step uses \(1-f=1/(1+e^{-\beta\xi})\). In real time \(c(t)=e^{-i\xi t}c\), and the retarded function is \(G^R(t)=-i\theta(t)\langle c(t)c^\dagger+c^\dagger c(t)\rangle=-i\theta(t)e^{-i\xi t}\). For \(\operatorname{Im}z>0\),

\[
\int_0^\infty dt\,e^{izt}(-i)e^{-i\xi t}=\frac{1}{z-\xi}.
\]

Replacing \(i\omega_n\) by \(\omega+i0\) in the first result gives the second. There is a gap in this recipe, however. If the factor \(e^{i\beta\omega_n}\) is kept and \(i\omega_n\) is replaced by \(z\) before it is evaluated, the result is

\[
F(z)=(1-f)\frac{1-e^{\beta(z-\xi)}}{z-\xi}.
\]

It agrees with \(1/(z-\xi)\) at every Matsubara frequency, yet it has no pole: at \(z=\xi\) it equals \(-\beta(1-f)\). Values on a discrete set of points do not fix a function until the class of admissible functions is stated. The general proof has to supply that class.

### General operators and the KMS relation

Let \(H\) be the Hamiltonian, \(N\) the conserved particle number and \(K=H-\mu N\), a Hermitian matrix on a finite-dimensional space. Traces are then cyclic and all exponentials exist. Write

\[
\rho=\frac{e^{-\beta K}}{Z},\qquad Z=\operatorname{Tr}e^{-\beta K},\qquad \langle X\rangle=\operatorname{Tr}\rho X .
\]

Two operators \(A\) and \(B\) are either both bosonic, \(\zeta=+1\), or both fermionic, \(\zeta=-1\). They need not be adjoints of each other. Their evolution is generated by \(K\):

\[
A(t)=e^{iKt}Ae^{-iKt},\qquad A(\tau)=e^{K\tau}Ae^{-K\tau}.
\]

The second is the first at \(t=-i\tau\). Using \(K\) in place of \(H\) shifts the origin of frequency. For an annihilator, \(Nc=c(N-1)\) gives \(e^{-i\mu Nt}c\,e^{i\mu Nt}=e^{i\mu t}c\), so an oscillation \(e^{-iEt}\) under \(H\) becomes \(e^{-i(E-\mu)t}\) under \(K\). Frequencies of one-particle functions are thus measured from \(\mu\).

Replace \(t\) by \(t+i\beta\). Since \(e^{iK(i\beta)}=e^{-\beta K}\),

\[
A(t+i\beta)=e^{-\beta K}A(t)e^{\beta K}
\quad\Longrightarrow\quad
e^{-\beta K}A(t)=A(t+i\beta)e^{-\beta K}.
\]

Insert this in the trace and then move \(A(t+i\beta)\) cyclically to the right end:

\[
\langle A(t)B\rangle
=\frac1Z\operatorname{Tr}A(t+i\beta)e^{-\beta K}B
=\frac1Z\operatorname{Tr}e^{-\beta K}B\,A(t+i\beta)
=\langle B\,A(t+i\beta)\rangle. \tag{1}
\]

This is the Kubo-Martin-Schwinger relation. It contains no statistical sign. Its content is that the operator in the density matrix also generates the time evolution.

Time ordering brings in the sign. Define

\[
G(\tau)=\begin{cases}
-\langle A(\tau)B\rangle, & 0<\tau<\beta,\\
-\zeta\langle B A(\tau)\rangle, & -\beta<\tau<0 .
\end{cases}
\]

Setting \(t=-i\tau\) in (1) gives \(t+i\beta=-i(\tau-\beta)\), hence \(\langle A(\tau)B\rangle=\langle BA(\tau-\beta)\rangle\). For \(0<\tau<\beta\) the argument \(\tau-\beta\) is negative, and

\[
G(\tau-\beta)=-\zeta\langle BA(\tau-\beta)\rangle=-\zeta\langle A(\tau)B\rangle=\zeta G(\tau). \tag{2}
\]

This proves the periodicity. The fermion level is the case \(\zeta=-1\).

A boson mode, \(K=\xi b^\dagger b\) with \(\xi>0\), tests the other sign. Its space is infinite, but the sums converge because \(\xi>0\). With \(N_B=1/(e^{\beta\xi}-1)\), the two branches are \(-(1+N_B)e^{-\xi\tau}\) and \(-N_Be^{-\xi\tau}\). Since \(N_Be^{\beta\xi}=1+N_B\), the shift by \(\beta\) turns one into the other without a sign change, as (2) requires. For \(\xi\le0\) the trace \(Z\) diverges and there is no thermal state to discuss.

### An interacting test

A two-site Hubbard model has no one-line solution for its operators, but its space has just 16 states:

\[
H=\sum_{i=1,2}\varepsilon_i n_i-J\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma})+U\sum_{i=1,2} n_{i\uparrow}n_{i\downarrow},\qquad n_i=n_{i\uparrow}+n_{i\downarrow}.
\]

Energies are in units of \(J\) and times in units of \(1/J\). The parameters are round model values: \(U=4\), \(\varepsilon_1=0.5\), \(\varepsilon_2=-0.5\), \(\mu=1\), \(\beta=2\). They give \(Z=611.88\).

For \(A=c_{1\uparrow}\), \(B=c^\dagger_{1\uparrow}\) and \(\bar n=\langle n_{1\uparrow}\rangle\), the end values follow from the definition and (2):

\[
G(0^+)=-\langle c_{1\uparrow}c^\dagger_{1\uparrow}\rangle=-(1-\bar n),\qquad
G(\beta^-)=-G(0^-)=-\langle c^\dagger_{1\uparrow}c_{1\uparrow}\rangle=-\bar n .
\]

With \(\bar n=0.4018\) these are \(-0.5982\) and \(-0.4018\). Inside the interval, \(G(0.5)=-0.2776\) and \(G(0.5-2)=+0.2776\), each computed from its own branch of the definition.

The role of the state shows when it is changed. Keep the evolution under \(K\), but average with \(e^{-\beta'K}\), \(\beta'=3\). The proof then gives a sign change under a shift by 3 and makes no claim for a shift by 2. The values become \(G(0.5)=-0.219\) and \(G(-1.5)=+0.177\), which are no longer opposite. An imaginary-time period is therefore a property of the state and the evolution together.

### Which frequencies occur

Equation (2) makes \(G\) periodic with period \(2\beta\) when it is extended beyond the original interval. A Fourier series on \((-\beta,\beta)\) has frequencies \(\nu_l=\pi l/\beta\) with integer \(l\). Half of the integral over the full interval is

\[
\frac12\int_{-\beta}^{\beta}d\tau\,e^{i\nu_l\tau}G(\tau)
=\frac12\int_0^\beta d\tau\,e^{i\nu_l\tau}\left[G(\tau)+e^{-i\nu_l\beta}G(\tau-\beta)\right]
\]
\[
=\frac{1+\zeta(-1)^l}{2}\int_0^\beta d\tau\,e^{i\nu_l\tau}G(\tau).
\]

In the first line the negative part was shifted by \(\beta\); in the second, (2) and \(e^{-i\pi l}=(-1)^l\) were used. The prefactor is one for even \(l\) and zero for odd \(l\) if \(\zeta=1\), and the reverse if \(\zeta=-1\). The surviving frequencies are

\[
\omega_n=\frac{2n\pi}{\beta}\ (\zeta=+1),\qquad
\omega_n=\frac{(2n+1)\pi}{\beta}\ (\zeta=-1),\qquad e^{i\beta\omega_n}=\zeta . \tag{3}
\]

The Matsubara coefficients and the inverse series are

\[
G(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau),\qquad
G(\tau)=\frac1\beta\sum_n e^{-i\omega_n\tau}G(i\omega_n).
\]

The factor \(1/\beta\) is the usual \(1/(2\beta)\) for an interval of length \(2\beta\), times the 2 removed from the full integral above.

### The spectral sum

Let \(K|j\rangle=K_j|j\rangle\), \(p_j=e^{-\beta K_j}/Z\), \(A_{jk}=\langle j|A|k\rangle\) and \(x_{jk}=K_k-K_j\). Then \(A(\tau)_{jk}=e^{(K_j-K_k)\tau}A_{jk}\), so for \(0<\tau<\beta\)

\[
G(\tau)=-\sum_{jk}p_jA_{jk}B_{kj}\,e^{-x_{jk}\tau}.
\]

If \(i\omega_n\ne x_{jk}\), the integral of one term is, with (3),

\[
-p_j\int_0^\beta d\tau\,e^{(i\omega_n-x_{jk})\tau}
=-p_j\frac{\zeta e^{-\beta x_{jk}}-1}{i\omega_n-x_{jk}}
=\frac{p_j-\zeta p_k}{i\omega_n-x_{jk}} .
\]

The last step uses \(p_je^{-\beta x_{jk}}=p_k\). Since \(x_{jk}\) is real, \(i\omega_n=x_{jk}\) requires both to vanish. That is impossible for fermions, whose frequencies are never zero. For bosons it happens at \(n=0\) for pairs with equal energy. The integrand is then constant and the integral is \(-\beta p_j\), whereas \(p_j-p_k=0\). Such pairs must be recorded separately. Define

\[
w_{jk}=(p_j-\zeta p_k)A_{jk}B_{kj},\qquad
\mathcal A(\omega)=2\pi\sum_{jk}w_{jk}\,\delta(\omega-x_{jk}),
\]
\[
\Gamma(z)=\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\frac{\mathcal A(\omega')}{z-\omega'}=\sum_{jk}\frac{w_{jk}}{z-x_{jk}},\qquad
D=\beta\sum_{K_j=K_k}p_jA_{jk}B_{kj}.
\]

Terms with \(w_{jk}=0\) are omitted from \(\Gamma\). The Matsubara coefficients are then

\[
G(i\omega_n)=\Gamma(i\omega_n)-\delta_{\zeta,1}\delta_{n,0}\,D. \tag{4}
\]

Two limits check the weights. Summing over all states gives

\[
\sum_{jk}w_{jk}=\langle AB\rangle-\zeta\langle BA\rangle ,
\]

so \(z\Gamma(z)\) approaches this number at large \(|z|\). For \(c\) and \(c^\dagger\) it is one. For the operators of a single non-interacting level there is one pole of weight one, as at the start. A local operator such as \(c_{1\uparrow}\) in the two-site model at \(U=0\) overlaps two orbitals and has two poles, whose weights add to one.

The weights also carry the KMS relation. Let \(C^>\) and \(C^<\) be the Fourier transforms of \(\langle A(t)B\rangle\) and \(\langle BA(t)\rangle\). Both have lines at \(x_{jk}\), with weights \(2\pi p_jA_{jk}B_{kj}\) and \(2\pi p_kA_{jk}B_{kj}\). Since \(p_j=e^{\beta x_{jk}}p_k\),

\[
C^>(\omega)=e^{\beta\omega}C^<(\omega),\qquad
\mathcal A(\omega)=C^>(\omega)-\zeta C^<(\omega)=(e^{\beta\omega}-\zeta)C^<(\omega).
\]

For fermions the bracket never vanishes. Division by it and integration over \(d\omega/(2\pi)\) give \(\langle c^\dagger c\rangle=\int d\omega\,\mathcal A(\omega)/[2\pi(e^{\beta\omega}+1)]\). In the Hubbard model this reproduces the trace value 0.4018. For bosons the bracket vanishes at \(\omega=0\), so a line of \(C^<\) there cannot be recovered from \(\mathcal A\). This is the same loss of information that produced \(D\).

One pole of the local function can be found by hand. A single electron has \(K=\pm\sqrt{0.5^2+1}-1\), that is \(0.11803\) or \(-2.11803\). Adding an electron to the empty system, \(K=0\), can therefore cost \(x=0.11803\). A two-electron triplet has one electron on each site and feels neither \(U\) nor the hopping, so \(K=\varepsilon_1+\varepsilon_2-2\mu=-2\). Reaching it from the lower one-electron state costs \(-2+2.11803=0.11803\) as well.

The probability that the upper one-electron orbital is on site 1 is \(q=\tfrac12(1+0.5/1.11803)=0.7236\). This is also the probability that the lower orbital is on site 2. The first process contributes \(q(1+e^{-0.23607})/Z=0.0021\). In the second, adding \(1\uparrow\) to a lower-orbital \(\uparrow\) electron reaches the triplet with squared amplitude \(q\), and to a \(\downarrow\) electron with \(q/2\), since the \(S_z=0\) triplet contains \(|1{\uparrow},2{\downarrow}\rangle\) with squared amplitude \(1/2\). Its contribution is \(\tfrac32q(e^{4.23607}+e^4)/Z=0.2195\). The sum, 0.2216, agrees with the diagonalization, where this is the second largest of 16 distinct poles.

## Second half: real time and continuation

### Results carried over

The state is \(\rho=e^{-\beta K}/Z\), and \(K\) generates the evolution. The operators \(A,B\) are both bosonic (\(\zeta=1\)) or both fermionic (\(\zeta=-1\)). Eigenstates have energies \(K_j\) and populations \(p_j\). The lines lie at \(x_{jk}=K_k-K_j\) with weights \(w_{jk}=(p_j-\zeta p_k)A_{jk}B_{kj}\), and

\[
\Gamma(z)=\sum_{jk}\frac{w_{jk}}{z-x_{jk}},\qquad
G(i\omega_n)=\Gamma(i\omega_n)-\delta_{\zeta,1}\delta_{n,0}D .
\]

Here \(D=\beta\sum_{K_j=K_k}p_jA_{jk}B_{kj}\) and \(e^{i\beta\omega_n}=\zeta\). The test system is the two-site Hubbard model with \(U=4\), \(\varepsilon_1=0.5\), \(\varepsilon_2=-0.5\), \(\mu=1\) in units of \(J\), and \(\beta=2/J\).

The Matsubara coefficients are now expressed through the spectral sum \(\Gamma(z)\), apart from the term \(D\) at the bosonic zero frequency. It remains to show that \(\Gamma(z)\) is the retarded function in the upper half-plane, and to state the condition that makes this continuation unique.
